# Phase matching of dispersive waves emitted by a Kerr soliton, part 2

A soliton in a lossless single-mode waveguide emits a weak dispersive wave, and we want the frequency of that wave. The envelope $A(z,t)$ has power $P=|A|^2$ and energy $E=\int|A|^2dt$, with $t$ read on a clock moving at the group velocity of the carrier $\omega_0$. Fields vary as $e^{ikz-i\Omega t}$, $\hat A(\Omega)=\int A\,e^{i\Omega t}dt$, and $\Omega=\omega-\omega_0$ is measured from the mean frequency of the soliton. A linear wave has $k=D(\Omega)=\sum_{k\ge2}\beta_k\Omega^k/k!$, where $\beta_k$ are the derivatives of the propagation constant $\beta(\omega)$ at $\omega_0$, and its delay per unit length is $D'(\Omega)$. With Kerr coefficient $\gamma>0$ and $\tau=d\ln\gamma/d\omega$,

$$\partial_zA=iD(i\partial_t)A+i\gamma(1+i\tau\partial_t)(|A|^2A). \tag{15}$$

To leading order the soliton is $\sqrt{P_0}\,{\rm sech}(t/T_0)\,e^{iqz}$, with $\beta_2<0$, $\gamma P_0T_0^2=|\beta_2|$, $E=2P_0T_0$ and $q=\gamma P_0/2$. Soliton units measure time in $T_0$ and distance in $L_D=T_0^2/|\beta_2|$.

A steady pulse $F(t-\delta z)\,e^{iqz}$ has phase rate $q$ and extra delay $\delta$ per unit length:

$$\delta=\frac{\beta_3}{6T_0^2}+\gamma P_0\tau. \tag{16}$$

For $\tau=0$, with $\hat G$ the transform of $\gamma|F|^2F$, it drives each frequency over a length $L$ as

$$\hat A(L)=e^{iDL}\left[\hat A(0)+i\hat G\int_0^Le^{i\kappa z}dz\right],\qquad \kappa=q+\delta\Omega-D(\Omega). \tag{8}$$

The emitted line is centred at $\kappa=0$ and has full width at half maximum

$$\Delta\Omega=\frac{5.566}{L\,|D'(\Omega)-\delta|}. \tag{10}$$

The phase-matching condition is therefore

$$\boxed{D(\Omega)=\frac{\gamma P_0}{2}+\Omega\left[\frac{\beta_3}{6T_0^2}+\gamma P_0\tau\right]} \tag{17}$$

For $\beta_3$ alone, Part 1 found that the delay doubles the shift due to the nonlinear phase:

$$\Omega\simeq\frac{3|\beta_2|}{\beta_3}+\frac{2\beta_3}{3|\beta_2|T_0^2}. \tag{14}$$

The simulation with $\beta_3$ only used $\beta_3=0.4$ in soliton units.

### Which terms belong to the same order

Equation (17) holds $\beta_4$ and higher coefficients only inside $D$. An ordering shows why this is consistent. Use $w=\Omega T_0$, and measure wavenumbers in $1/L_D$. Let a small number $\varepsilon$ set the scale of the perturbations:

$$\frac{\beta_k}{|\beta_2|T_0^{k-2}}=c_k\varepsilon^{k-2},\qquad\frac{\tau}{T_0}=\sigma\varepsilon,\qquad w=\frac{W}{\varepsilon},$$

with $c_k$, $\sigma$ and $W$ of order one. Then

$$L_DD=\varepsilon^{-2}\sum_{k\ge2}\frac{c_kW^k}{k!}.$$

All orders of dispersion count equally at the distant wave. Each term of $D$ is of order $\varepsilon^{-2}$, but near the root they nearly cancel, and their sum is of order one. On the right, $L_Dq=1/2$, while $L_D\delta\Omega=(c_3/6+\sigma)W$ is of order one too.

The next corrections follow from a reflection. A steady pulse obeys, in these units,

$$[q+\delta w-D(w)]\hat F=(1+\sigma\varepsilon w)\hat G,$$

where $\hat G$ is the transform of $|F|^2F$. Replace $F(t)$ by $F(-t)$, which replaces $w$ by $-w$. The equation keeps its form if $\delta$ and $\varepsilon$ change sign, because odd powers of $w$ come with odd powers of $\varepsilon$. For pulses of given energy and zero mean frequency that can be expanded in $\varepsilon$, $q$ is therefore even and $\delta$ odd in $\varepsilon$. The first corrections are of order $\varepsilon^2$ in $q$ and $\varepsilon^3$ in $\delta$. Since $w$ is of order $1/\varepsilon$, both change the right side by order $\varepsilon^2$, relative to its leading value.

The explicit effect of $\beta_4$ on the delay agrees with this count. It is $\beta_4\langle\Omega^3\rangle/6$; the coefficient is of order $\varepsilon^2$, and the average, zero for the symmetric sech spectrum, is of order $\varepsilon$.

The orders can be tested on steady pulses, computed with the frequency band cut off below the resonance so that they cannot radiate. Take $\beta_3=0.2f$, $\beta_4=0.1f^2$ and $\tau=0.0411f$ in soliton units, and impose $q=1/2$ and the $\delta$ of (16). If these were exact, the pulse would have energy 2 and zero mean frequency. Between $f=0.4$ and $f=0.2$ the relative energy error falls from $2.05\times10^{-3}$ to $5.05\times10^{-4}$, a factor of 4.05. The mean frequency falls from $1.48\times10^{-4}$ to $1.80\times10^{-5}$, a factor of 8.19. These are the second and third orders expected. A missing first-order term in $\delta$ would have left a mean frequency that merely halves.

### Limits of the condition

With $\tau=0$ and $\beta_3$ alone, (17) returns the doubled shift of Part 1. With $\tau=0$ and $\beta_4$ alone, the slope vanishes and (17) is a quadratic equation in $\Omega^2$:

$$\frac{\beta_4}{24}\Omega^4-\frac{|\beta_2|}{2}\Omega^2-q=0,\qquad \Omega^2=\frac{6}{\beta_4}\left[|\beta_2|+\sqrt{\beta_2^2+\frac{2\beta_4q}{3}}\right].$$

For $\beta_4>0$ there are two waves, placed symmetrically about the soliton. For $\beta_4<0$ the curve $D$ is nowhere positive while $q>0$, so there is no resonance. Self-steepening tilts the line and removes the symmetry of the pair.

The derivation fails when $\varepsilon$ is not small, when the pulse breathes or compresses, or when the wave carries off appreciable energy. The last effect can be sized for $\tau=0$. The plain Kerr term changes the local frequency at the rate $-\gamma\partial_tP$. Weighted by $P$, this integrates to zero, so $\int\Omega|\hat A|^2d\Omega$ is conserved. If energy $E_w$ has gone to offset $\Omega$ and $E_s$ remains in a soliton that began at zero offset, the soliton has moved to $-\Omega E_w/E_s$. The recoil adds a delay $|\beta_2|\Omega E_w/E_s$, which enters the right side of (17) multiplied by $\Omega$ once more and must stay small against $q=|\beta_2|/(2T_0^2)$. It is therefore negligible only while $E_w(\Omega T_0)^2\ll E_s$.

### A soliton displaced in frequency

If the mean frequency of the soliton moves to $\Omega_s$, the coefficients must be taken there. Put $\Omega=\Omega_s+\nu$. The phase and delay that a weak wave at $\Omega_s$ would have are removed from both sides:

$$D(\Omega)-D(\Omega_s)-D'(\Omega_s)\nu=\frac{|D''(\Omega_s)|}{2T_s^2}+\nu\left[\frac{D'''(\Omega_s)}{6T_s^2}+\frac{|D''(\Omega_s)|}{T_s^2}\tau_s\right]. \tag{18}$$

Here $T_s$ is the current width. The value of $\tau_s$ follows from the factorization

$$1+\tau(\Omega_s+\nu)=(1+\tau\Omega_s)(1+\tau_s\nu),\qquad \tau_s=\frac{\tau}{1+\tau\Omega_s}.$$

The leading response to a small displacement comes from the left side. Its differential is $[D'(\Omega)-D'(\Omega_s)]d\Omega-D''(\Omega_s)\nu\,d\Omega_s$. Near $\Omega_s=0$, with the slope of the right side included and its other changes neglected,

$$\frac{d\Omega}{d\Omega_s}\simeq-\frac{|\beta_2|\Omega}{D'(\Omega)-\delta}. \tag{19}$$

A blue-side wave with $D'(\Omega)>\delta$ thus moves further to the blue when the soliton moves to the red.

### A silicon nitride waveguide

Consider a thick silicon nitride waveguide pumped at 1550 nm, where $\omega_0=1.2153$ rad/fs. The parameters define a model guide and are not taken from a mode calculation. The values of $\beta_2$ and $\gamma$ are of typical size, while $\beta_3$ and $\beta_4$ together are larger than in a usual silica-clad core, which brings the wave closer to the pump: $\beta_2=-150$ fs²/mm, $\beta_3=600$ fs³/mm, $\beta_4=6000$ fs⁴/mm and $\gamma=1$ /(W m) $=10^{-3}$ /(W mm). Take $T_0=20$ fs and $\tau=1/\omega_0=0.823$ fs. The soliton needs

$$P_0=\frac{150}{10^{-3}\times20^2}=375\ {\rm W},\qquad E=2\times375\times20\ {\rm W\,fs}=15\ {\rm pJ}.$$

The dispersion length is $400/150=2.67$ mm, and the chip is four of these, 10.7 mm, long.

Setting $D=0$ and dividing by $\Omega^2$ gives $250\Omega^2+100\Omega-75=0$, whose positive root is

$$\Omega=\frac{-100+\sqrt{10^4+7.5\times10^4}}{500}=0.3831\ {\rm rad/fs},$$

or 1178.5 nm. The negative root, $-0.783$ rad/fs, lies twice as far out, where the sech spectrum is far weaker and this short expansion of $\beta$ is doubtful. It is not considered further.

Solving again after adding each term on the right of (17) gives 1175.4 nm with the nonlinear phase, 1173.8 nm with the delay from $\beta_3$ as well, and 1171.9 nm with self-steepening. At the last root $\Omega=0.3921$ rad/fs, and the terms are

$$\frac{\gamma P_0}{2}=0.188,\qquad\frac{600}{6\times400}\,\Omega=0.098,\qquad0.375\times0.823\,\Omega=0.121\ {\rm rad/mm}.$$

Their sum is 0.407 rad/mm. The left side agrees:

$$-75\Omega^2+100\Omega^3+250\Omega^4=-11.53+6.03+5.91=0.41\ {\rm rad/mm}.$$

The two delay terms together exceed the nonlinear phase. The near cancellation on the left also sets a demand on the dispersion data. An error of 1% in its $\beta_2$ term is 0.115 rad/mm, over a quarter of the whole right side.

Simulation of (15) with these parameters over 50 dispersion lengths gives $\Omega T_0=7.851$, against 7.842 from (17). The difference is about 5% of the shift caused by the right side. Leaving out any one of the three terms at least doubles the disagreement. The simulated soliton has $L_Dq=0.513$ and a delay rate of 0.0797 in soliton units, where (16) gives 0.0745. With the measured values, $q+\delta\Omega=0.513+0.0797\times7.851=1.14$, which equals $D$ at the simulated frequency to the digits shown. The residual therefore lies in the corrections to $q$ and $\delta$, not in the resonance condition.

A second run, with the soliton launched at $\Omega_sT_0=-0.3$ and the same width, gives 8.222, against 8.217 from (18). The estimate (19) is also borne out. The delay slip $D'-\delta$ is 47.0 fs/mm, so the ratio is $-150\times0.3921/47.0=-1.25$, and the expected rise is 0.375. Equation (18) gives 0.375.

The level of the wave is less simple. The sech spectrum at this offset is 101 dB below its maximum, yet the simulated density at the chip end is only 42 dB below. Growth according to (8) explains most of the difference. In soliton units the sech source is $\hat G=\frac12(1+w^2)\hat F$, from the steady equation with $\beta_2$ alone. With the factor $1+\tau\Omega=1.32$ and a length of 4, the amplitude gain is $31.2\times1.32\times4=165$, or 44 dB. About 14 dB remains unexplained by this estimate, which takes an ideal sech pulse as the source. Equation (17) predicts a frequency, not a power.

### What a real chip changes

Of the omitted effects whose shifts are estimated here, the largest is the delayed Raman response. For a response time $T_R$, the Kerr phase follows $P(t-T_R)\simeq P-T_R\partial_tP$. The added phase rate $-\gamma T_R\partial_tP$ shifts the local frequency at the rate $\gamma T_R\partial_t^2P$. Weighting by $P$ and integrating by parts,

$$\frac{d\Omega_s}{dz}=-\frac{\gamma T_R}{E}\int(\partial_tP)^2dt=-\frac{\gamma T_R}{2P_0T_0}\,\frac{4P_0^2}{T_0}\,\frac{4}{15}=-\frac{8T_R|\beta_2|}{15T_0^4},$$

where $\int{\rm sech}^4x\tanh^2x\,dx=\int_{-1}^1(1-u^2)u^2du=4/15$. The expansion in $T_R$ requires a pulse much longer than the Raman response, so for a 20 fs pulse it gives only a rough estimate. With an assumed $T_R=3$ fs, a value usual for silica fibre and not one measured for silicon nitride, the rate is $-0.0015$ rad/fs per mm. If it stays constant, the soliton reaches 1571 nm at the chip end. Equation (18), at fixed energy, then places the resonance at 1158 nm. This displacement of 14 nm is twice the 6.6 nm produced by all the terms on the right of (17). The figure of 1158 nm is the local resonance at the chip end. The spectrum there also holds light emitted earlier, at longer wavelengths, so its peak is displaced less. The value of $T_R$ is uncertain, and the displacement of the local resonance scales nearly with it, so it exceeds the 6.6 nm only for $T_R$ above about 1.5 fs.

The model guide has zero-dispersion wavelengths of 1385 and 2164 nm. Silica-clad silicon nitride cores with this $\beta_2$ usually have the shorter one nearer 1000 to 1150 nm, so their wave lies farther from the pump and the wavelengths found here belong to the model only. Three assumptions of the model are strained in a real guide. Raman drift makes (17) a local condition rather than a prediction of the final spectrum. The finite length gives a line 8.1 nm wide by (10), which assumes a source steady from the input and is somewhat low over so short a chip. This width exceeds the 6.6 nm shift caused by the right side of (17). Over so short a length the peak of the line need not coincide with the root of (17) either. The truncated expansion of $\beta$ is also delicate: $\beta_5=5.3\times10^3$ fs⁵/mm would contribute as much to $D$ as the whole right side, and in a real core $|\beta_5|$ can be several times this. For design, the computed $\beta(\omega)$ should replace the series. Smaller effects are a loss of 10 dB/m, which moves the resonance by 0.3 nm at the chip end, and a larger $\tau$, which moves it by 0.6 nm for an increase of 30%; in a tightly confining core the frequency dependence of the mode area can raise $\tau$ by two or three times that amount. Two pump photons carry 1.6 eV, well below a gap of roughly 5 eV, so two-photon absorption is left out. The values behind the shifts quoted for the model guide are in the numerical output.

## Values computed for the example and the checks

```
INPUTS (rough typical silicon nitride waveguide)
pump 1550 nm, omega0 1.2153 rad/fs, T0 20 fs
beta2 -150 fs2/mm, beta3 600 fs3/mm, beta4 6000 fs4/mm
gamma 1.0 /(W m), tau = 1/omega0 = 0.8229 fs
scaled beta3 0.200, beta4 0.100, tau 0.0411 (no unit)
SOLITON
peak power 375.0 W, energy 15.00 pJ
dispersion length 2.667 mm, chip length 10.67 mm
zero-dispersion wavelengths 2164, 1385 nm
DISPERSIVE WAVE: offset (rad/fs), wavelength (nm)
D = 0                0.38310  1178.49
+ nonlinear phase    0.38737  1175.35
+ beta3 delay        0.38950  1173.79
+ self-steepening    0.39210  1171.90
terms at the root: phase 0.1875, beta3 delay 0.0980, steepening 0.1210 rad/mm
sum of terms 0.4065 rad/mm, W*T0 = 7.842
delay slip of wave against soliton 47.03 fs/mm
soliton sech2 tail at the wave -101.0 dB
simulated density there at chip end -42.2 dB of maximum
SIMULATIONS (units of T0 and dispersion length)
example: W simulated 7.8505, formula 7.8419
beta3 only: W simulated 7.7660, formula 7.7537
shifted soliton: W simulated 8.2224, formula 8.2165
example: soliton phase rate 0.5131, delay rate 0.0797, bend 0.0019
beta3 only: soliton phase rate 0.5082, delay rate 0.0723, bend 0.0025
formula delay rates 0.0745 (example), 0.0667 (beta3 only)
beta3 only, closed form 7.7667, phase term only 7.6333
STEADY PULSES, scale 0.4 then 0.2
relative energy error 2.05e-03, 5.05e-04, ratio 4.05
mean frequency error 1.48e-04, 1.80e-05, ratio 8.19
EFFECTS LEFT OUT
Raman rate constant -0.53333 (-8/15 = -0.53333)
Raman, T_R 3 fs (rough): soliton drift -0.01600 rad/fs at chip end
  soliton then at 1570.7 nm, wave at 1158.24 nm
finite-length linewidth 8.09 nm
loss 10 dB/m (rough): wave at 1172.20 nm at chip end
tau 30 % larger (mode area): wave at 1171.33 nm
beta5 giving a term as large as the sum 5.26e+03 fs5/mm
mode area 1 um2, index 2 (rough): 37.5 GW/cm2, 3.76 MV/cm
photon energy pump 0.800 eV, wave 1.058 eV, gap 5 eV (rough)
```
